STMAS ridge slopes and the magic-angle tolerance, derived two ways, part 2

In STMAS, a satellite coherence of a half-integer spin I evolves during t1 and is detected on the central transition during t2. Each crystallite gives a point (ν2, ν1), the central and satellite frequencies, and the powder draws a ridge. We seek its slope R = dν1/dν2 and the accuracy needed in the spinning angle θ = θ_m + δ, with θ_m the magic angle and δ in radians.

Energies are in frequency units, with lines measured from the Larmor frequency ν0:

H/h = ν0Iz + (ν_Q/3)I·q·I, ν_Q = 3C_Q/[2I(2I−1)].

C_Q is the coupling constant, η the asymmetry of q, a = I(I+1), Tr q = 0 and S = Tr q² = (3+η²)/2. The field direction in the rotor is n, the rotor axis r, and q_rr = r·q·r, with powder mean square 2S/15. The transition m−1 ↔ m has midpoint s = m−1/2.

A first derivation, from instantaneous energy levels and angular ranks, gave

R = dν1/dν2 = [F4(m)−F4(m−1)]/[2F4(1/2)],

F4(m) = m(18a−34m²−5).

Its parity rule: even orders in the coupling shift both satellites of a pair equally, odd orders oppositely. The first-order shift ν_Q s q_zz, with q_zz = n·q·n, averages over rotation to ν_Q s P2(cosθ) q_rr; dP2/dθ = −√2 at θ_m. P2 and P4 are Legendre polynomials.

The second derivation removes level couplings with e^X, X = Σ_(k≠0) V_k/(kν0), where V_k raises m by k and V_−k is its conjugate. It has reached

H2 = [V1,V_−1]/ν0 + [V2,V_−2]/(2ν0),

V1 = (ν_Q/6)q1(I+Iz+IzI+),

V2 = (ν_Q/6)q2 I+²,

|q1|² = n·q²·n − (n·q·n)²,

|q2|² = S/2 − n·q²·n + (n·q·n)²/4.

Examples: ν0 = 200 MHz, η = 0.5, spinning frequency ν_r = 20 kHz; C_Q = 2 MHz, ν_Q = 1 MHz for I = 3/2; C_Q = 4 MHz, ν_Q = 0.60 MHz for I = 5/2. Allowing a 100 Hz first-order pair splitting gives tolerances 0.0020° (3.54×10⁻⁵ rad) for I = 3/2, and 0.0034° (inner) and 0.0017° (outer satellites) for I = 5/2.

**Transition frequencies as differences.** The diagonal elements of V1V_−1 and V_−1V1 involve the same function, evaluated on neighbouring transitions. For the transition centred at s, m(m−1) = s²−1/4. With b = a+1/4 = (I+1/2)², the squared single-step coupling is

(ν_Q²/36)|q1|² G(s), G(s) = 4s²(b−s²).

The commutator gives the level m the combination G(s)−G(s+1), and the level m−1 the combination G(s−1)−G(s). Their difference is the transition shift:

2G(s) − G(s+1) − G(s−1).

For s² the sum of the two neighbours minus twice the centre is 2; for s⁴ it is 12s²+2. Hence

2G(s) − G(s+1) − G(s−1) = −8b + 48s² + 8
= −8(b−1−6s²).

For double steps, let c be the middle level between the two coupled levels. The product of ladder factors is

K(c) = [a−c(c+1)][a−c(c−1)]
= (a−c²)² − c²
= c⁴ − (2a+1)c² + a².

The level m is coupled downward through c = m−1 and upward through c = m+1. Subtracting the expression for m−1 from that for m gives

K(s+1/2) + K(s−1/2) − K(s+3/2) − K(s−3/2).

The identity (s+d)⁴+(s−d)⁴ = 2s⁴+12s²d²+2d⁴ makes the fourth-power part −24s²−10. The squares contribute −4, multiplied by −(2a+1). The total is

−24s² − 10 + 8a + 4 = 8a − 6 − 24s² = 8(b−1−3s²).

Let

B = b−1 = (I−1/2)(I+3/2).

Restoring the factors 1/36 and the denominators ν0 and 2ν0, the second-order frequency of a transition at one instant is

ν^(2)(s) = (ν_Q²/9ν0)[|q2|²(B−3s²) − 2|q1|²(B−6s²)].

Only s² appears, so mirror satellites have the same second-order shift.

**Averaging around the cone.** Instead of separating ranks, follow the field direction explicitly. Let e1 and e2 be two perpendicular unit vectors, both perpendicular to r, and let φ be the rotor phase. Then

n = cosθ r + sinθ e, e = cosφ e1 + sinφ e2.

The needed component is

n·q·n = cos²θ q_rr + 2 sinθ cosθ (r·q·e) + sin²θ (e·q·e).

The term r·q·e oscillates once per turn and has mean zero. In e·q·e, the constant part is −q_rr/2, because the trace of q is zero, and the rest oscillates twice per turn. The mean over a turn is therefore

⟨n·q·n⟩ = q_rr(cos²θ − ½sin²θ).

At the magic angle cos²θ = 1/3 and sin²θ = 2/3, and this mean is zero.

The mean square is still needed. The amplitude squared of r·q·e is

u1 = r·q²·r − q_rr²,

because it is the squared length of the part of q·r perpendicular to r. The amplitude squared of the oscillating part of e·q·e is

u2 = S/2 − r·q²·r + q_rr²/4,

which is the identity for |q2|² written with r in place of n. Oscillations at one and two cycles per turn do not interfere in the mean, and the mean square of each is half its squared amplitude. At the magic angle,

w̄ = ⟨(n·q·n)²⟩
= 4(1/3)(2/3)u1/2 + (4/9)u2/2
= (4/9)u1 + (2/9)u2
= S/9 + (2/9)r·q²·r − (7/18)q_rr².

For the tensor q², the same cone average gives one third of its trace:

⟨n·q²·n⟩ = (1/3)r·q²·r + (1/3)(S−r·q²·r) = S/3.

The average coupling strengths now contain one orientation-dependent number, w̄:

⟨|q1|²⟩ = S/3 − w̄, ⟨|q2|²⟩ = S/6 + w̄/4.

Insert these into the transition frequency. The coefficient of S is

(B−3s²)/6 − (2/3)(B−6s²) = −(B−7s²)/2,

and that of w̄ is

(B−3s²)/4 + 2(B−6s²) = (3/4)(3B−17s²).

Thus

ν̄(s) = (ν_Q²/9ν0)[−S(B−7s²)/2 + (3/4)(3B−17s²)w̄].

Eliminating w̄ between a satellite and the central transition gives the ridge slope in compact form:

R = (3B−17s²)/(3B) = 1 − 17s²/(3B).

For I = 3/2, B = 1×3 = 3 and R = 1−17/9 = −8/9. For I = 5/2, B = 2×4 = 8; the inner satellites have R = 1−17/24 = 7/24, and the outer ones R = 1−68/24 = −11/6.

This is the earlier formula in another form. Since m³−(m−1)³ = 3s²+1/4, the difference F4(m)−F4(m−1) is 18a−5−34(3s²+1/4) = 6(3B−17s²).

The compact form shows what happens at large spin. For fixed s, B grows as I², and R approaches 1: the satellite then has nearly the same rank-4 shift as the central transition. An isotropic chemical shift ν_cs displaces both frequencies by ν_cs, along a line of slope 1. The combination ν1−Rν2, in which the second-order orientation dependence cancels, therefore contains (1−R)ν_cs = [17s²/(3B)]ν_cs. The factor is 17/9 for spin 3/2 but 17/24 for the inner satellites of spin 5/2. As R approaches 1, the separation of chemical shifts in this combination is lost.

**The echo and the sign of the slope.** For a crystallite whose orientation-dependent central frequency is x, the satellite frequency contains Rx. If t1 and t2 coherences carry the same sign of phase, the total orientation-dependent phase is

2πx(Rt1+t2).

For R < 0 it vanishes at t2 = |R|t1. For R > 0, the phase sign in t1 must be reversed, which changes the bracket to −Rt1+t2 and again puts the echo at t2 = |R|t1. This choice concerns the coherence pathway. The slope itself, defined by the physical transition frequencies, remains positive for the inner satellites of spin 5/2.

**Angle error as accumulated phase.** Let t1 be a whole number of rotor periods. The oscillating part of the first-order frequency then integrates to zero, however large its amplitude, and only the cone mean accumulates. Sampling at other times would admit the spinning modulation and its sidebands.

With 2θ_m satisfying cos2θ_m = −1/3 and sin2θ_m = 2√2/3, the mean at θ_m+δ contains

P2 = ¼[1+3cos(2θ_m+2δ)]
= ½sin²δ − (1/√2)sin2δ.

Its leading term is −√2δ, in agreement with the derivative found before. A pair of satellites acquires the phases ±Φ, where, to this order,

Φ = −2√2π ν_Q s δ q_rr t1.

If both satellites contribute equally, the echo of one crystallite is multiplied by cosΦ. For every real Φ, cosΦ ≥ 1−Φ²/2. Averaging this inequality over the powder, with the mean 2S/15 of q_rr², gives

⟨cosΦ⟩ ≥ 1 − (8π²S/15)(ν_Q s δ t1)².

The angle requirement now reads as a limit on lost signal. It becomes stricter in proportion to ν_Q s and to the longest t1 that has to be used.

For I = 3/2, take the earlier tolerance δ = 3.54×10⁻⁵ rad and t1 = 5 ms. Then ν_Qδt1 = 0.177, and the subtracted term is 8.55×0.0313 ≈ 0.27. The predicted lower bound is 0.73. The amplitude calculated from diagonalized, rotor-averaged levels is 0.757, compared with 1.000 at the magic angle. Here t2 = |R|t1 is not a whole number of rotor periods; the leftover second-order modulation of the central line, which is omitted, lowers the magic-angle value by less than 0.001. With ten times the angle error, it falls to 0.054. At that error, the small-phase inequality is useless as an estimate, since its right side is far below zero.

The corresponding tolerance for the inner satellites of spin 5/2 is larger in degrees, 0.0034°, because ν_Qs is 0.60 MHz instead of 1 MHz. Its echo amplitude at that tolerance is 0.759. The near equality reflects the common conditions: both angle errors were chosen to give the same largest first-order splitting, 100 Hz, and η and t1 are the same in both cases.

**A limit that the angle cannot remove.** The parity rule allows a third-order splitting proportional to ν_Q³/ν0². Setting P2 to zero does not remove it. At the magic angle, the calculated root-mean-square pair splitting over the powder is 0.80 Hz for I = 3/2 and 3.16 Hz for the inner satellites of I = 5/2. In the second case, the largest sampled value is 10.18 Hz, rising to about 10.7 Hz on a finer grid of orientations. Doubling ν0 reduces the root-mean-square splitting by a factor of 4.0000, as expected for third order.

In these examples, third order is small beside the 100 Hz allowance. At fixed ν0, however, it grows as the cube of ν_Q, while the second-order ridge grows as its square. For strong enough quadrupole coupling, an ever more accurate angle would no longer produce a single narrow ridge.

The central transition has no first-order term at any angle. A small error restores its second-order rank-2 part and also changes its rank-4 part, because P4 has a nonzero slope at the magic angle. Both changes are of order (ν_Q²/ν0)|δ|, up to numerical factors. At the three tolerances considered, the central line moves by at most 0.19 Hz over the sampled orientations. The severe angle requirement comes from the satellite evolution in t1.

**What each derivation assumes.** Both start from the same quadrupole Hamiltonian, require ν_Q ≪ ν0, and keep second order for the slope. Both assume that the pulses select the intended coherences, that t1 contains whole rotor periods, and that relaxation and other anisotropic interactions can be omitted. They also share the tensor identities for |q1|² and |q2|², so an error there would affect both.

The level derivation adds an adiabatic assumption: the spin follows the instantaneous eigenstates while the rotor turns. Perturbation theory at a frozen orientation does not establish this. Its use of angular rank has a compensating advantage: it describes any spinning angle and identifies which parts return when the angle is wrong. Time reversal also separates the satellite pair into odd and even orders without requiring the higher-order energies to be calculated.

The transformation derivation does not assume adiabatic following at the outset. The motion appears as the derivative of X, and its leading effect can be sized when ν_r ≪ ν0. The method still needs small ν_Q/ν0, because the transformation was truncated. Its direct cone average simplifies at the magic angle, where the mean of n·q·n vanishes and w̄ carries all the remaining orientation dependence. Away from that angle, more terms must be retained in the second-order average.

The slopes −8/9 and 7/24 therefore rest on second-order dynamics at the magic angle. The tolerance rests on a first-order term that this angle cancels, and its numerical value cannot be stated without a coupling strength and an allowed splitting or signal loss. The remaining checks and values are listed in the numerical output below.

Computed values

```
Larmor frequency 200 MHz, eta 0.5, spinning 20 kHz
magic angle 54.7356 deg, allowed splitting 100 Hz
echo observed at t1 = 5 ms
--- I = 3/2, satellites 1/2 <-> 3/2, C_Q = 2 MHz, nu_Q = 1.00 MHz
rank-4 coefficients: satellite -48, central 54
slope: formula -8/9 = -0.88889, diagonalization -0.88889
isotropic shifts: central -541.7 Hz, satellite 1083.3 Hz
ridge extent: central 1219.0 Hz, satellite 1083.5 Hz
rms scatter about ridge 0.0003 Hz
largest error of second-order shifts 0.0139 Hz
largest splitting per 0.001 deg 49.37 Hz
angle tolerance 0.00203 deg = 3.536e-05 rad
splitting at tolerance, axis aligned: 99.998 Hz
rms powder splitting at tolerance 46.55 Hz
largest central-line move at tolerance 0.1166 Hz
third-order splitting: rms 0.80 Hz, largest 1.78 Hz
third-order ratio on doubling nu0: 4.0000
echo amplitude at error 0, 1, 10 tolerances: 1.000, 0.757, 0.054
propagation minus averaged levels: 0.0307 Hz
--- I = 5/2, satellites 1/2 <-> 3/2, C_Q = 4 MHz, nu_Q = 0.60 MHz
rank-4 coefficients: satellite 42, central 144
slope: formula 7/24 = 0.29167, diagonalization 0.29166
isotropic shifts: central -520.0 Hz, satellite 65.0 Hz
ridge extent: central 1170.2 Hz, satellite 341.3 Hz
rms scatter about ridge 0.0034 Hz
largest error of second-order shifts 0.0135 Hz
largest splitting per 0.001 deg 29.62 Hz
angle tolerance 0.00338 deg = 5.893e-05 rad
splitting at tolerance, axis aligned: 99.999 Hz
rms powder splitting at tolerance 46.55 Hz
largest central-line move at tolerance 0.1865 Hz
third-order splitting: rms 3.16 Hz, largest 10.18 Hz
third-order ratio on doubling nu0: 4.0000
echo amplitude at error 0, 1, 10 tolerances: 0.999, 0.759, 0.058
propagation minus averaged levels: 0.0243 Hz
--- I = 5/2, satellites 3/2 <-> 5/2, C_Q = 4 MHz, nu_Q = 0.60 MHz
rank-4 coefficients: satellite -264, central 144
slope: formula -11/6 = -1.83333, diagonalization -1.83331
isotropic shifts: central -520.0 Hz, satellite 1820.0 Hz
ridge extent: central 1170.2 Hz, satellite 2145.4 Hz
rms scatter about ridge 0.0067 Hz
largest error of second-order shifts 0.0328 Hz
largest splitting per 0.001 deg 59.24 Hz
angle tolerance 0.00169 deg = 2.946e-05 rad
splitting at tolerance, axis aligned: 99.997 Hz
rms powder splitting at tolerance 46.55 Hz
largest central-line move at tolerance 0.0933 Hz
third-order splitting: rms 2.97 Hz, largest 10.58 Hz
third-order ratio on doubling nu0: 4.0000
echo amplitude at error 0, 1, 10 tolerances: 0.999, 0.754, 0.048
propagation minus averaged levels: 0.0726 Hz
```
